# Steady inhibitor coverage under repeated removal and redosing

## Half removed, half refilled

In area-selective atomic layer deposition, a film should grow on one surface and not on its neighbour. The neighbour can be protected by an inhibitor, a layer of molecules that occupies the sites where film growth would start. If the deposition chemistry strips part of this layer in every cycle, the loss can be made up by dosing the inhibitor again in every cycle.

Suppose that each cycle removes half of the inhibitor present and that redosing then fills half of the vacant sites. Let two thirds of the sites be occupied at the start. Removal leaves one third occupied and two thirds vacant. Redosing fills half of the vacant two thirds, which is one third, and the coverage is back at two thirds. The cycle repeats without change.

One might have guessed one half, since the two fractions are equal. Starting from one half, removal leaves one quarter occupied and three quarters vacant. Redosing adds three eighths, and the cycle ends at five eighths, not one half. The result depends on when the coverage is counted. Just after redosing, the repeating cycle has two thirds of the sites occupied; just after removal, it has one third.

## The cycle and its assumptions

Let \(c_n\) be the fraction of inhibitor sites occupied just after the redosing of cycle \(n\), with \(c_0\) the coverage at the start. Each cycle has two steps in this order:

1. Removal takes a fraction \(l\) of the inhibitor present.
2. Redosing fills a fraction \(r\) of all sites vacant at that moment.

Both fractions lie between 0 and 1. The model assumes that

- \(l\) and \(r\) are the same in every cycle and do not depend on coverage;
- all sites share the same \(l\) and \(r\);
- the number of sites is fixed, and every vacated site can be refilled;
- no inhibitor is lost during redosing.

Note what each fraction refers to. The loss is a fraction of the occupied sites, so the amount lost, as a share of all sites, is \(lc_n\). The refill is a fraction of the vacant sites.

## The steady coverage

Removal in cycle \(n+1\) leaves the coverage

\[
b_{n+1}=c_n-lc_n=(1-l)c_n .
\]

The vacant fraction is then \(1-b_{n+1}\), and redosing fills a fraction \(r\) of it:

\[
c_{n+1}=b_{n+1}+r(1-b_{n+1})=r+(1-r)b_{n+1}.
\]

Inserting \(b_{n+1}\) gives

\[
c_{n+1}=r+q\,c_n,\qquad q=(1-r)(1-l). \tag{1}
\]

A steady coverage \(c_*\) reproduces itself, so \(c_*=r+qc_*\), or \((1-q)c_*=r\). Multiplying out \(q\),

\[
1-q=1-(1-r-l+rl)=r+l-rl .
\]

Unless \(r=l=0\), this is positive and we may divide by it:

\[
\boxed{\,c_*=\frac{r}{r+l-rl}\,} \tag{2}
\]

With \(r=l=\tfrac12\) the denominator is \(\tfrac34\) and \(c_*=\tfrac23\), as found above.

## How the steady state is reached

Subtract \(c_*=r+qc_*\) from equation (1). The constant \(r\) cancels:

\[
c_{n+1}-c_*=q\,(c_n-c_*).
\]

Each cycle multiplies the distance from the steady state by \(q\), so after \(n\) cycles

\[
c_n-c_*=q^n(c_0-c_*). \tag{3}
\]

Both factors of \(q\) lie between 0 and 1, so \(q=1\) requires \(r=l=0\). In that case nothing happens in a cycle and any starting coverage persists. In all other cases \(0\le q<1\), the distance shrinks to zero, and the same steady coverage is reached from every start. Because \(q\) is not negative, the coverage does not overshoot.

Three limits show the meaning of (2). If \(l=0\) and \(r>0\), the layer fills completely. If \(r=0\) and \(l>0\), it disappears. If \(l=1\), each cycle starts afresh from a bare surface and \(c_*=r\): the layer is then only as good as a single dose.

## Where the product term comes from

In the steady state the gain in a cycle must equal the loss. The loss is \(lc_*\). The gain is \(r\) times the vacancy present when redosing begins:

\[
lc_*=r\,[1-(1-l)c_*]. \tag{4}
\]

Solving (4) for \(c_*\) returns (2). Suppose instead that the vacancy is taken just after redosing, so that \(lc=r(1-c)\). This gives

\[
c_{\rm w}=\frac{r}{r+l},
\]

which lacks the term \(-rl\). That term accounts for sites that are vacated and refilled within the same cycle.

How much this matters depends on what is wanted. For the coverage,

\[
\frac{c_{\rm w}}{c_*}=\frac{r+l-rl}{r+l}=1-\frac{rl}{r+l}.
\]

The correction \(rl/(r+l)\) is no larger than the smaller of \(r\) and \(l\), so \(c_{\rm w}\) is a fair coverage if either fraction is small. Selectivity, however, depends on the vacancies. From (2), the true vacancy after redosing is

\[
v_*=1-c_*=\frac{r+l-rl-r}{r+l-rl}=\frac{l(1-r)}{r+l-rl}, \tag{5}
\]

while the wrong balance gives \(v_{\rm w}=l/(r+l)\). Their ratio is

\[
\frac{v_{\rm w}}{v_*}=\frac{r+l-rl}{(1-r)(r+l)}
=1+\frac{r^2}{(1-r)(r+l)} .
\]

The last form follows because the numerator exceeds the denominator \(r+l-r^2-rl\) by \(r^2\). The ratio is near 1 if \(r\) is small, whatever \(l\) is. For efficient redosing, with \(r\) near 1, it is large.

## Weak removal

Write the denominator of (5) as \(r+l(1-r)\). When \(l(1-r)\ll r\), the second term may be dropped, and to leading order

\[
v_*\approx\frac{l(1-r)}{r}=l\,[(1-r)+(1-r)^2+(1-r)^3+\dots].
\]

The series is the geometric sum for \((1-r)/r\), and it has a direct reading. The layer is nearly full, so each cycle vacates about a fraction \(l\) of all sites. Of those vacated in the present cycle, a fraction \(1-r\) has been missed by one redose. Of those vacated one cycle earlier, \((1-r)^2\) has been missed by two, and so on. In this regime the vacancy is proportional to the loss.

## Choosing the redose

To find the refill fraction needed for a wanted steady coverage \(c\), solve (4) for \(r\):

\[
r=\frac{lc}{1-(1-l)c}. \tag{6}
\]

For \(c<1\) and \(l>0\) this lies below 1, because \(lc<1-(1-l)c\) is the same statement as \(c<1\). Within the model, any coverage short of complete can therefore be held by a sufficiently effective redose. Whether a real dose can reach that \(r\) is a separate question of surface chemistry.

## Worked example: trimethylsilyl groups on SiO2

Let SiO2 be the surface to be kept free of film. An aminosilane inhibitor reacts with its surface hydroxyl groups and leaves trimethylsilyl groups behind. Each cycle consists of an inhibitor dose, a film precursor pulse and an oxidizing coreactant pulse. We assume that the coreactant does all the removal. The precursor then meets the surface just after redosing, which is why \(v_*\) is the relevant vacancy.

The parameters are rough values chosen for this kind of process, not measurements: \(l=0.10\), \(r=0.80\), and a site density \(\sigma=2.0\ \mathrm{nm^{-2}}\). Then

\[
c_*=\frac{0.80}{0.80+0.10-0.08}=\frac{0.80}{0.82}=0.976,\qquad v_*=0.0244 .
\]

Just before redosing the coverage is \(0.90\times0.976=0.878\). Each cycle thus removes and restores inhibitor on 9.8% of all sites.

The contraction factor is \(q=0.20\times0.90=0.18\). Starting from a bare surface, equation (1) gives coverages of 0.800, 0.944, 0.970, 0.975 and 0.975 after the first five cycles. The early cycles are the least protected: after the first redose the vacancy is 0.20, about eight times its steady value. In the model, three inhibitor doses before the first precursor pulse would lower this vacancy to \(0.20^3=0.008\). On a real surface extra doses help less if some sites are hard to fill, or if a dose stops short because the layer is crowded.

The wrong balance gives \(0.80/0.90=0.889\). As a coverage this is 9% below the true value, but its vacancy of 0.111 is 4.6 times the true one. To raise the steady coverage to 0.99 at the same loss, equation (6) requires

\[
r=\frac{0.10\times0.99}{1-0.90\times0.99}=\frac{0.099}{0.109}=0.908 .
\]

If the precursor pulse did all the removal in place of the coreactant, the fraction of sites without inhibitor would rise during that pulse from 0.024 towards \(1-0.878=0.122\). The place of the removal step in the cycle therefore matters, and not only its size.

## Scatter in a small patch

A patch of 20 nm by 20 nm has \(N=2.0\times400=800\) sites and on average \(800\times0.0244=19.5\) vacancies. So far only averages were needed. For the scatter we assume in addition that sites are emptied and filled independently. Each site is then vacant with probability \(v_*\). Its vacancy number is 0 or 1, with mean \(v_*\) and variance \(v_*-v_*^2=v_*c_*\). Variances of independent sites add, so the standard deviation of the count is

\[
\sqrt{Nc_*v_*}=\sqrt{800\times0.976\times0.0244}=4.4 .
\]

Patches with 15 or 24 vacancies are thus ordinary members of the same process. Correlations between different sites can change this scatter. They leave the mean unchanged as long as, in every cycle, each site still loses its inhibitor with probability \(l\) if occupied and is refilled with probability \(r\) if vacant.

## Sites that are hard to refill

Now let \(r\) differ from site to site, while \(l\) is the same for all. Each class of sites reaches its own steady coverage. Writing (2) as \(c_*(r)=r/D\) with \(D=l+(1-l)r\),

\[
\frac{dc_*}{dr}=\frac{D-r(1-l)}{D^2}=\frac{l}{D^2},\qquad
\frac{d^2c_*}{dr^2}=-\frac{2l(1-l)}{D^3}\le0 .
\]

The curve lies on or below its tangent at the mean refill \(\bar r\). Averaged over the sites, the tangent gives \(c_*(\bar r)\), because the deviations \(r-\bar r\) average to zero. Hence a spread in \(r\) at fixed mean cannot raise the average coverage.

The effect can be large. Let 10% of the sites have \(r=0.10\), and keep the mean at 0.80. The other sites then have \(r=(0.80-0.01)/0.90=0.878\). The two steady coverages are 0.526 and 0.986, and the total vacancy is

\[
0.10\times0.474+0.90\times0.0137=0.0597 ,
\]

which is 2.4 times the value for equal sites. About four fifths of these vacancies are on the hard sites.

A single dose on a bare surface would still show \(r=0.80\), because there every site is vacant and all classes count by their share. In steady operation the hard sites are overrepresented among the vacancies. A refill fraction measured on a bare surface can therefore give too favourable a forecast.

## Sites that are lost

Suppose that a fraction \(f\) of removals leaves a site that can no longer take inhibitor. While few sites are dead, each cycle removes about \(lc_*\) and the dead fraction after \(n\) cycles is

\[
d_n\approx f\,l\,c_*\,n .
\]

For an assumed \(f=0.001\) and \(n=100\) this gives 0.0098. Following occupied, vacant and dead sites cycle by cycle from the steady state gives 0.0097, slightly less because the stock of live sites shrinks. If the dead sites are open to the precursor, they add about 40% to the steady vacancy of 0.0244. With such losses there is no lasting steady state: live sites keep a nearly constant coverage among themselves, while their number falls.

## Film nuclei and the end of selectivity

A vacancy is harmless until film nucleates on it. Let this happen with probability \(p\) per vacant site and precursor pulse. The number of nuclei formed per unit area and cycle is

\[
J=p\,\sigma\,v_* .
\]

Inhibitor does not stop a nucleus that already exists. We take its radius to grow by \(g\) per cycle, so that a nucleus in its \(m\)-th cycle covers a disc of radius \(gm\). For nuclei placed at random, the expected number of discs over a given point after \(n\) cycles is

\[
A_n=\sum_{m=1}^{n}J\pi(gm)^2=J\pi g^2\,\frac{n(n+1)(2n+1)}{6}.
\]

The number of such discs follows a Poisson distribution, so the point is still free with probability \(e^{-A_n}\). The overgrown fraction is

\[
X_n=1-e^{-A_n}. \tag{7}
\]

The sum formally includes nuclei placed on area that is already overgrown. They do no harm: all radii grow equally fast, so such a disc stays inside the one that covered its centre. The model takes \(J\) as constant on the uncovered area.

With \(g=0.1\) nm and \(p=10^{-3}\), we have \(J=10^{-3}\times2.0\times0.0244=4.88\times10^{-5}\ \mathrm{nm^{-2}}\) per cycle. After 100 cycles the sum of squares is 338,350, so \(A_{100}=0.52\) and \(X_{100}=0.40\). For three assumed values of \(p\), and a surface that is at its steady inhibitor coverage from the first cycle on, equation (7) gives:

| \(p\) | overgrown after 100 cycles | first cycle with 1% overgrown |
|---|---|---|
| \(10^{-4}\) | 5% | 58 |
| \(10^{-3}\) | 40% | 27 |
| \(10^{-2}\) | 99% | 13 |

The inhibitor coverage on the free surface is 0.976 in all three rows. A start from a bare surface, with one inhibitor dose per cycle, would be worse: the additional early nuclei are also the oldest and largest, and for \(p=10^{-3}\) they raise the overgrown fraction after 100 cycles from 40% to 48%. A steady inhibitor layer does not by itself mean lasting selectivity.

For small \(X_n\) and large \(n\), \(X_n\approx J\pi g^2n^3/3\). The number of cycles to a given small overgrowth therefore varies as \(J^{-1/3}\). A tenfold smaller \(p\) buys a factor of \(10^{1/3}\approx2.15\), close to the ratios in the last column, where cycles are counted in whole numbers. This rule needs a constant \(J\). After a bare start the early nuclei add a term that grows as \(n^2\); the first cycles with 1% overgrown are then 51, 21 and 8, with ratios of about 2.4 and 2.6. At fixed \(p\) and \(g\), raising \(r\) from 0.80 to 0.908 lowers the vacancy by a factor of 2.4 and lengthens the usable run by a factor of only about 1.35.

Equation (7) describes the average over a surface much wider than the largest nucleus, whose radius is 10 nm after 100 cycles. It does not apply to the 20 nm patch at that stage. There, film spreading sideways from the borders at the same rate could close the patch without any nucleus inside it.

## How the model stands to a real process

The value \(l=0.10\) stands for a mild oxidizing step. A strong oxygen plasma can remove far more of an organic layer; in the limit \(l=1\), with \(r\) held at 0.80, the vacancy would be 0.20 instead of 0.024. The model also takes removal to restore the original site. An oxidant that burns off the methyl groups can instead leave their silicon bound to the surface, so that removal and redosing together deposit silica. If all the silicon stayed, the example would add \(2.0\times0.098\approx0.2\) silicon atoms per nm² in each cycle, or about 0.9 nm of silica of density 2.2 g/cm³ after 100 cycles. The model leaves out this deposit and its effect on the sites. The refill fraction depends on inhibitor pressure, dose time, temperature and the state in which the oxidant leaves the surface. The nucleation probability \(p\) is an assumed input too; it depends on the precursor and on how well neighbouring groups shield a vacancy. The model also lets film nucleate only on vacant sites. A fully hydroxylated silica surface carries about 4.6 hydroxyl groups per nm², so a complete trimethylsilyl layer leaves many of them unreacted between the groups. If these gave every site an additional nucleation probability of only \(0.05p\), the first cycle with 1% overgrown for \(p=10^{-3}\) would move from 27 to 19, and raising \(r\) to 0.908 would move it only to 20. Real oxide surfaces also break the assumption of equal sites, which in the example moved the vacancy from 0.024 to 0.060. If \(l\) or \(r\) depends on coverage, equation (2) still holds at a steady state with the values taken there, but it becomes an equation to be solved for \(c_*\), and the proof that a single steady state is reached from every start no longer applies. If the loss rises steeply with coverage, the coverage can keep swinging from cycle to cycle instead of settling.

Numbers in the example were calculated in double precision.
